\section*{Ion path length for nuclear power-law stopping with m = 1/3}

\section*{The model}

An ion of mass $M_1$ and kinetic energy $E$ enters an amorphous target. The target contains $N$ atoms of mass $M_2$ per unit volume, all initially at rest. The ion loses energy in elastic collisions with whole atoms (nuclear stopping). The cross-section for transferring an energy between $T$ and $T+dT$ is
\begin{equation}
d\sigma = C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le\gamma E,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\label{eq:power}
\end{equation}
where $C$ depends on neither $E$ nor $T$, and $\gamma E$ is the largest transfer that energy and momentum conservation allow. Electronic stopping is neglected until part (e).

The path length $R(E)$ is the length of the track, measured along the track, from energy $E$ to rest. It is calculated in the continuous-slowing-down approximation: the random sequence of losses is replaced by its mean rate. This is accurate when single collisions take only a small fraction of the energy, that is for small $\gamma$. For $m=1/3$ the true average over random collision sequences has the same dependence on $E$, since \eqref{eq:power} contains no energy scale, but it is shorter than the value found below by about 10\% at $\gamma=1$ and 2\% at $\gamma=0.3$, and individual tracks scatter widely about it. The word range is used here in this sense. It does not mean the depth below the surface, which deflections make smaller than the track length.

Energies are given in eV or keV and lengths in nm, except in part (d), where Hartree atomic units are used. Part (c) also states two path lengths in bohr.

\section*{(a) Stopping cross-section}

\emph{Question.} The stopping cross-section is $S(E)=\int T\,d\sigma$. Explain why $NS$ is the mean energy loss per unit path. Find $S(E)$ for $m<1$, and then for $m=1/3$.

\emph{Model answer.} On a short path $ds$ the mean number of collisions with transfer between $T$ and $T+dT$ is $N\,ds\,d\sigma$. Each takes away $T$, so the mean loss is $N\,ds\int T\,d\sigma$, and
\begin{equation}
-\frac{dE}{ds}=N\,S(E).
\label{eq:slowing}
\end{equation}
Inserting \eqref{eq:power}, and noting that $E$ is constant during the integration over $T$,
\begin{align}
S(E)&=C\,E^{-m}\int_0^{\gamma E}T\,T^{-1-m}\,dT
     =C\,E^{-m}\int_0^{\gamma E}T^{-m}\,dT \nonumber\\
    &=C\,E^{-m}\,\frac{(\gamma E)^{1-m}}{1-m}
     =\frac{C\,\gamma^{1-m}}{1-m}\,E^{1-2m}.
\label{eq:S}
\end{align}
The lower limit contributes nothing because $1-m>0$. One power $-m$ of the energy comes from the cross-section, and $1-m$ comes from the upper limit of the transfer.

For $m=1/3$ we have $1-m=2/3$ and $1-2m=1/3$, so
\begin{equation}
N S(E)=k\,E^{1/3},\qquad k=\tfrac32\,N C\,\gamma^{2/3}.
\label{eq:k}
\end{equation}
The loss rate rises with energy, but more slowly than the energy itself.

\section*{(b) Path length}

\emph{Question.} Show that for $m=1/3$ the path length is proportional to $E^{2/3}$. Express it through the starting energy and the energy loss at that energy. For which $m$ below 1 is the path finite?

\emph{Model answer.} Equation \eqref{eq:slowing} gives $ds=-dE/(NS)$. Along the track the energy falls from $E$ to zero; reversing the limits removes the minus sign:
\begin{equation}
R(E)=\int_0^E\frac{dE'}{N S(E')}=\frac1k\int_0^E E'^{-1/3}\,dE'
=\frac1k\,\frac{E^{2/3}}{2/3}=\frac{3}{2k}\,E^{2/3}.
\label{eq:R}
\end{equation}
Since $k$ does not depend on energy, this is the required proportionality. The integrand diverges at zero energy, because the loss rate vanishes there, but the divergence is integrable and the ion stops after a finite path.

Equation \eqref{eq:k} gives $k=NS(E)/E^{1/3}$, and therefore
\begin{equation}
R(E)=\frac32\,\frac{E^{1/3}}{NS(E)}\,E^{2/3}=\frac32\,\frac{E}{N S(E)}.
\label{eq:Rloss}
\end{equation}
At a constant loss rate the path would be $E/(NS)$. The factor $3/2$ accounts for the fall of the loss rate as the ion slows.

For general $m<1$ the integrand is proportional to $E'^{\,2m-1}$. Its integral down to zero converges if $2m>0$, and then
\begin{equation}
R(E)=\frac{1-m}{2m\,N C\,\gamma^{1-m}}\,E^{2m},\qquad 0<m<1 .
\label{eq:Rm}
\end{equation}
At $m=0$ the loss rate is proportional to $E$, the energy decays exponentially with distance, and the path to rest is infinite. At $m=1/2$ the loss rate is constant and $R$ is proportional to $E$. The case $m=1/3$ lies between these two.

\section*{(c) Eightfold energy}

\emph{Question.} By what factor does the path length grow when the starting energy is multiplied by eight? Apply the result to starting energies of 10 and 80 keV, for a model target in which the nuclear energy loss is 500 eV/nm at 10 keV. How far does the 80 keV ion travel before its energy has fallen to 10 keV? What happens to the ratio if the track is followed only down to a fixed energy $E_f>0$?

\emph{Model answer.} The constant $3/(2k)$ cancels in the ratio:
\begin{equation}
\frac{R(8E)}{R(E)}=\frac{(8E)^{2/3}}{E^{2/3}}=8^{2/3}=\left(8^{1/3}\right)^2=4 .
\label{eq:ratio}
\end{equation}
Equation \eqref{eq:Rloss} gives the same factor in another way. The energy to be lost is eight times larger and the initial loss rate is $8^{1/3}=2$ times larger, so $E/(NS)$ grows by $8/2=4$.

In the example the loss at 80 keV is $2\times500=1000$ eV/nm. Equation \eqref{eq:Rloss} then gives
\begin{align}
R(10\ \text{keV})&=\frac32\,\frac{10\,000\ \text{eV}}{500\ \text{eV/nm}}=30\ \text{nm},\nonumber\\
R(80\ \text{keV})&=\frac32\,\frac{80\,000\ \text{eV}}{1000\ \text{eV/nm}}=120\ \text{nm},
\end{align}
or 567 and 2268 bohr.

In this approximation the remaining path depends only on the present energy. An 80 keV ion that has slowed to 10 keV therefore has 30 nm left and has travelled $120-30=90$ nm. More generally, after a distance $s$ the remaining path is $R(E_0)-s$, where $E_0$ is the starting energy. Since energy is proportional to the $3/2$ power of the remaining path,
\begin{equation}
E(s)=E_0\left(1-\frac{s}{R(E_0)}\right)^{3/2}.
\end{equation}
At $s=90$ nm the bracket is $1/4$, and $(1/4)^{3/2}=1/8$, which is again 10 keV. The first three quarters of the path use up seven eighths of the energy.

If the track is followed only to a fixed energy $E_f<E$, the same length $R(E_f)$ is subtracted from both paths. With $x=R(E_f)/R(E)=(E_f/E)^{2/3}$,
\begin{equation}
\frac{R(8E)-R(E_f)}{R(E)-R(E_f)}=\frac{4-x}{1-x}=4+\frac{3x}{1-x}>4 .
\end{equation}
The factor 4 thus belongs to paths taken to rest, or to cut-off energies far below $E$.

\section*{(d) A potential that gives this exponent}

\emph{Question.} The ion and an atom repel each other with potential energy $V(r)=A/r^3$. Show that weak deflections give \eqref{eq:power} with $m=1/3$. Then show that $S\propto E^{1/3}$ holds for classical scattering in this potential without the restriction to weak deflections.

\emph{Model answer.} Let $v$ be the initial ion velocity, $\mu=M_1M_2/(M_1+M_2)$ the reduced mass, $b$ the impact parameter and $\theta$ the deflection angle in the centre-of-mass frame. The energy of relative motion is
\begin{equation}
E_c=\tfrac12\mu v^2=\lambda E,\qquad \lambda=\frac{M_2}{M_1+M_2}.
\end{equation}
An elastic collision turns the relative momentum $\mu v$ through $\theta$ without changing its length. The atom receives the momentum $2\mu v\sin(\theta/2)$, and with $v^2=2E/M_1$ its energy is
\begin{equation}
T=\frac{4\mu^2v^2\sin^2(\theta/2)}{2M_2}=\frac{4\mu^2}{M_1M_2}\,E\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2 .
\label{eq:T}
\end{equation}

For a weak deflection the force may be evaluated along the straight line $r^2=b^2+x^2$ with $dt=dx/v$. The force is $3A/r^4$ and its transverse fraction is $b/r$, so the transverse momentum is
\begin{equation}
p_\perp=\frac{3Ab}{v}\int_{-\infty}^{\infty}\frac{dx}{(b^2+x^2)^{5/2}}
=\frac{3Ab}{v}\,\frac{4}{3b^4}=\frac{4A}{v\,b^3}.
\end{equation}
Here $x=b\tan\varphi$ turns the integral into $b^{-4}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=4/(3b^4)$. Dividing by $\mu v$ and using $\mu v^2=2E_c$,
\begin{equation}
\theta\approx\frac{p_\perp}{\mu v}=\frac{2A}{E_c\,b^3}.
\label{eq:theta}
\end{equation}
With $\sin^2(\theta/2)\approx\theta^2/4$, equation \eqref{eq:T} becomes
\begin{equation}
T\approx\gamma E\,\frac{A^2}{E_c^2\,b^6}=\frac{\gamma A^2}{\lambda^2E\,b^6}
\quad\Longrightarrow\quad
b^2=\left(\frac{\gamma A^2}{\lambda^2}\right)^{1/3}(ET)^{-1/3}.
\end{equation}
Collisions with impact parameters between $b$ and $b+db$ have cross-section $\pi|d(b^2)|$. Differentiating with respect to $T$ at fixed $E$,
\begin{equation}
d\sigma=\frac{\pi}{3}\left(\frac{\gamma A^2}{\lambda^2}\right)^{1/3}E^{-1/3}\,T^{-4/3}\,dT .
\label{eq:C}
\end{equation}
This is \eqref{eq:power} with $m=1/3$, and the factors before $E^{-1/3}$ form $C$.

For arbitrary deflections, conservation of energy and angular momentum gives $\dot r^2=v^2(1-b^2/r^2-V/E_c)$ and an angular velocity of magnitude $vb/r^2$. With $u=1/r$, and $u_0$ its value at closest approach, the orbit sweeps the same angle before and after that point, and
\begin{equation}
\theta=\pi-2b\int_0^{u_0}\frac{du}{\sqrt{1-b^2u^2-(A/E_c)\,u^3}} .
\end{equation}
Define the length $\ell=(A/E_c)^{1/3}$, which is the closest approach in a head-on collision, and put $b=\ell\beta$, $u=w/\ell$. Then $b\,du=\beta\,dw$ and the root becomes $\sqrt{1-\beta^2w^2-w^3}$. Energy has disappeared from the integral, so $\theta$ is a function of $\beta$ alone. Consequently
\begin{equation}
S=\int_0^\infty 2\pi b\,\gamma E\sin^2\frac\theta2\,db
=\gamma E\,\ell^2\;2\pi\int_0^\infty\beta\sin^2\frac{\theta(\beta)}2\,d\beta .
\end{equation}
The last integral is a finite number, since by \eqref{eq:theta} its integrand falls as $\beta^{-5}$ at large $\beta$. Because $\ell^2\propto E^{-2/3}$, we have $S\propto E\,E^{-2/3}=E^{1/3}$. The scaling of $R$ and the factor 4 follow as before.

The prefactor, unlike the exponent, does depend on the weak-deflection formula. For equal masses and $A=1$ hartree bohr$^3$, numerical integration over the full orbits gives $S=3.23$ hartree bohr$^2$ at 1 hartree and $6.46$ hartree bohr$^2$ at 8 hartree, a ratio of 2. The power form with $C$ from \eqref{eq:C} gives $2.49$ hartree bohr$^2$ at 1 hartree, which is 23\% below the orbit value. This difference is the net of two larger errors of opposite sign. The power form ends at $T=\gamma E$, which corresponds to $b=\ell$, so it leaves out all smaller impact parameters, and these supply 2.31 of the 3.23 hartree bohr$^2$. It also uses the weak-deflection transfer down to $b=\ell$, which is too large there: the true transfer is 19\% of it at $b=\ell$ and 72\% at $b=2\ell$, so the orbits with $b>\ell$ supply only 0.92 hartree bohr$^2$ instead of 2.49.

The scaling argument also shows where the model fails. The length $\ell$ grows without limit as the ion slows, so the potential would have to follow $r^{-3}$ out to large distances. If it does so only over a limited interval, the law can hold only approximately and over a limited range of energies, those for which the interval reaches from $\ell$ out to a few times $\ell$. No orbit comes closer than $\ell$, the head-on turning point, so the form of the potential at $r<\ell$ does not affect $S$. The interval must leave room outside $\ell$, because every orbit passes through those distances: if the potential is joined continuously to an $r^{-6}$ tail beyond $1.5\,\ell$, $S$ changes by about 2\%, and beyond $3\,\ell$ by less than 1\%. If the law holds down to rest, the lowest energies matter little for the total path: by \eqref{eq:R}, the last 1\% of the starting energy accounts for $0.01^{2/3}\approx4.6\%$ of it. If the loss at these energies is smaller than the law predicts, their share is larger.

The repulsion between real atoms is a screened Coulomb repulsion, which follows no single power of $r$. Nuclear stopping then does not rise without limit: it passes through a maximum and falls at higher energies. For boron in silicon, the universal (ZBL) stopping formula gives a nuclear loss that falls by more than half between 10 and 80 keV, whereas in the model target of part (c) it doubles. The factor 4 should therefore not be applied to a real ion without checking how its energy loss varies over the energies concerned.

\section*{(e) Adding electronic stopping}

\emph{Question.} Let electrons add a loss $qE^{1/2}$ with $q>0$, so that $-dE/ds=kE^{1/3}+qE^{1/2}$. Find bounds on the path ratio for an eightfold energy. Evaluate the ratio for the target of part (c) if the electronic loss is 50 eV/nm at 10 keV.

\emph{Model answer.} Call the new path length $R_q$. In $R_q(8E)$ substitute $E'=8x$, with $8^{1/3}=2$ and $8^{1/2}=2\sqrt2$:
\begin{equation}
R_q(8E)=\int_0^{E}\frac{8\,dx}{2k\,x^{1/3}+2\sqrt2\,q\,x^{1/2}}
=4\int_0^E\frac{dx}{k\,x^{1/3}+\sqrt2\,q\,x^{1/2}} .
\end{equation}
The denominator is larger than $kx^{1/3}+qx^{1/2}$ and smaller than $\sqrt2$ times that sum. Hence
\begin{equation}
2\sqrt2<\frac{R_q(8E)}{R_q(E)}<4 .
\end{equation}
The upper bound is approached when nuclear stopping dominates. The lower bound, $8^{1/2}\approx2.83$, is the ratio for purely electronic stopping, for which $R\propto E^{1/2}$.

For weak electronic stopping, let $z=qE^{1/2}/(kE^{1/3})=(q/k)E^{1/6}$ be the ratio of electronic to nuclear loss at the starting energy. For $z<1$ the integrand can be expanded as a geometric series:
\begin{align}
R_q(E)&=\frac1k\int_0^E E'^{-1/3}\sum_{n=0}^{\infty}\left(-\frac qk\right)^nE'^{\,n/6}\,dE'
=\frac1k\sum_{n=0}^{\infty}\left(-\frac qk\right)^n\frac{6\,E^{(4+n)/6}}{4+n}\nonumber\\
&=R(E)\sum_{n=0}^{\infty}\frac{4}{4+n}(-z)^n
=R(E)\left(1-\frac{4z}{5}+\frac{2z^2}{3}-\frac{4z^3}{7}+\dots\right),
\end{align}
where the last line uses $R(E)=3E^{2/3}/(2k)$.

At 10 keV, $z=50/500=0.100$. At 80 keV the electronic loss is 141.4 eV/nm and $z=141.4/1000=0.1414$. The series gives
\begin{align}
R_q(10\ \text{keV})&\approx30\,(1-0.0800+0.0067-0.0006)\ \text{nm}\approx27.8\ \text{nm},\nonumber\\
R_q(80\ \text{keV})&\approx120\,(1-0.1131+0.0133-0.0016)\ \text{nm}\approx107.8\ \text{nm}.
\end{align}
Direct integration, listed in the numerical output, gives 27.78 and 107.85 nm, and a ratio of 3.88. This is 3\% below 4, although the paths themselves are shortened by 7\% and 10\%. Much of the shortening is common to both paths and cancels in the ratio. What remains comes from the growth of $z$ with energy, which is slow: an eightfold energy raises $z$ by $8^{1/6}=\sqrt2$.

\section*{Table of computed values}
\begin{verbatim}
Lower starting energy: 10 keV
Higher starting energy: 80 keV
Nuclear loss at lower energy: 500.0 eV/nm
Nuclear loss at higher energy: 1000.0 eV/nm
Path length from lower energy: 30.000 nm
Path length from higher energy: 120.000 nm
Same, lower energy: 566.9 bohr
Same, higher energy: 2267.7 bohr
Path-length ratio: 4.00000 (no unit)
Distance from higher to lower energy: 90.000 nm
Electronic loss at lower energy: 50.0 eV/nm
Electronic loss at higher energy: 141.4 eV/nm
Path with electronic loss, lower energy: 27.784 nm
Path with electronic loss, higher energy: 107.851 nm
Ratio with electronic loss: 3.8817 (no unit)
Orbit potential strength A: 1.0 hartree bohr^3
Orbit stopping at 1 hartree: 3.2285 hartree bohr^2
Orbit stopping at 8 hartree: 6.4569 hartree bohr^2
Orbit stopping ratio: 2.00000 (no unit)
Power-form stopping at 1 hartree: 2.4935 hartree bohr^2
Orbit path-length ratio: 4.00000 (no unit)
\end{verbatim}
